# Frontier Pi Levels of Open Pentadienyl and Cyclopentadienyl Anions

## Opening a five-membered pi ligand

Place six pi electrons on five carbon p orbitals, with a coupling of $-2.5$ eV between neighbours. If the five atoms form a ring, the highest filled level lies at $-1.55$ eV and the lowest empty one at $4.05$ eV, measured from the energy of an isolated p orbital. If one of the five couplings is removed, so that the ring becomes a chain, these levels move to $0$ and $2.50$ eV. The loss of a single coupling raises the donor level and lowers the acceptor level, both by $1.55$ eV. Two things need explaining: why the shifts have opposite signs, and why they have the same size.

### The model and its two spectra

The ring is the cyclopentadienyl anion and the chain the open pentadienyl anion. In the Hückel model each carbon $j=1,\dots,5$ contributes one p orbital of energy $\alpha$. Neighbours are coupled by $\beta<0$, other couplings vanish, and the p orbitals are taken as orthonormal. Both ligands have the same $\alpha$ and $\beta$. For a pi orbital with real coefficients $c_j$, define $x$ by

$$E=\alpha+x\beta .\tag{1}$$

Since $\beta$ is negative, a larger $x$ means a lower energy. The Hückel equation on atom $j$ is $\alpha c_j+\beta(c_{j-1}+c_{j+1})=Ec_j$. Subtracting $\alpha c_j$ and dividing by $\beta$ gives

$$c_{j-1}+c_{j+1}=x\,c_j .\tag{2}$$

For the chain, the missing neighbours of the end atoms are represented by $c_0=c_6=0$. The trial form $c_j\propto\sin j\theta$ meets the first condition. Because $\sin(j-1)\theta+\sin(j+1)\theta=2\cos\theta\,\sin j\theta$, it solves (2) with $x=2\cos\theta$. The second condition requires $\sin6\theta=0$, so $\theta=k\pi/6$ and

$$x_k=2\cos\frac{k\pi}{6},\qquad c_j=\frac{1}{\sqrt3}\sin\frac{jk\pi}{6},\qquad k=1,\dots,5 .\tag{3}$$

The normalization follows from $\sin^2u=(1-\cos2u)/2$. The sum of $\cos(jk\pi/3)$ over $j=0,\dots,5$ vanishes, so over $j=1,\dots,5$ it is $-1$, and $\sum_j\sin^2(jk\pi/6)=\tfrac52+\tfrac12=3$. The five values $x=\sqrt3,\,1,\,0,\,-1,\,-\sqrt3$ are distinct and so form the whole spectrum.

For the ring, $c_{j+5}=c_j$. Waves $e^{ij\phi}$ with $\phi=2\pi m/5$ solve (2) with

$$x_m=2\cos\frac{2\pi m}{5},\qquad m=0,\pm1,\pm2 .\tag{4}$$

The waves $m$ and $-m$ have equal energy and can be combined into real orbitals. Let $u=2\cos(2\pi/5)$ and $v=2\cos(4\pi/5)$. The five fifth roots of unity sum to zero, so $1+u+v=0$. The double-angle formula gives $v=u^2-2$. Hence $u^2+u-1=0$, whose positive root is

$$g=\frac{\sqrt5-1}{2}\approx0.618,\qquad v=-1-g .\tag{5}$$

The ring levels are therefore $2,\,g,\,g,\,-1-g,\,-1-g$.

Six electrons fill three orbitals in either ligand. The highest occupied orbital (HOMO) and the lowest unoccupied orbital (LUMO) have

$$x_{\rm HOMO}=0,\quad x_{\rm LUMO}=-1\quad\text{(chain)};\qquad x_{\rm HOMO}=g,\quad x_{\rm LUMO}=-1-g\quad\text{(ring)}.\tag{6}$$

By (1), the donor level of the chain is higher by $g|\beta|$ and its acceptor level is lower by $g|\beta|$. The gap is $|\beta|$ for the chain and $(1+2g)|\beta|=\sqrt5\,|\beta|$ for the ring.

### The phase at the two ends

To find the cause, join the ligands by a continuous path. Add a coupling $t\beta$ between atoms 1 and 5, so that $t=0$ is the chain and $t=1$ the ring. Let $A(t)$ be the matrix of couplings in units of $\beta$, so that $Ac=xc$. For normalized $c$, $x=c^{T}Ac$, and differentiation gives

$$\frac{dx}{dt}=x\,\frac{d(c^{T}c)}{dt}+c^{T}\frac{dA}{dt}c=2c_1c_5 .\tag{7}$$

The first term vanishes because the norm is fixed. In the second, $dA/dt$ has only two nonzero elements, both equal to 1, which connect atoms 1 and 5.

The mirror operation $j\to6-j$ leaves $A(t)$ unchanged, so the orbitals can be chosen symmetric ($c_5=c_1$) or antisymmetric ($c_5=-c_1$). Then

$$\frac{dx}{dt}=\begin{cases}+2c_1^2,&\text{symmetric},\\-2c_1^2,&\text{antisymmetric}.\end{cases}\tag{8}$$

The amplitude $c_1$ cannot vanish. If it did, $c_5$ would vanish too. The equation on atom 1, $c_2+tc_5=xc_1$, would then give $c_2=0$, hence $c_4=0$, and the equation on atom 2, $c_1+c_3=xc_2$, would give $c_3=0$. No orbital would be left. Closing the ring therefore stabilizes every symmetric orbital and destabilizes every antisymmetric one.

From (3) with $k=3$ and $k=4$, the frontier orbitals of the chain are

$$\psi_{\rm HOMO}=\frac{1}{\sqrt3}(1,0,-1,0,1),\qquad \psi_{\rm LUMO}=\frac12(1,-1,0,1,-1).\tag{9}$$

The HOMO has no amplitude on atoms 2 and 4, so no two neighbours both carry amplitude and the orbital is nonbonding. Its ends have the same sign, so a new coupling between them is bonding. The ends of the LUMO have opposite signs, so the same coupling is antibonding there. This is the origin of the opposite shifts. Equation (7) gives initial slopes of $+\tfrac23$ for the HOMO and $-\tfrac12$ for the LUMO.

### Following the levels to full closure

Initial slopes do not settle the matter, since levels might cross on the way. The mirror symmetry makes the full problem solvable.

For an antisymmetric orbital, $c_3=0$, $c_4=-c_2$ and $c_5=-c_1$. The equations on atoms 1 and 2 are $xc_1=c_2-tc_1$ and $xc_2=c_1$. Inserting the second in the first gives $x^2c_2=c_2-txc_2$. Here $c_2\neq0$, since otherwise $c_1=0$. Thus

$$x^2+tx-1=0,\qquad x=\frac{-t\pm\sqrt{t^2+4}}{2}.\tag{10}$$

For a symmetric orbital the equations are $xc_1=c_2+tc_1$, $xc_2=c_1+c_3$ and $xc_3=2c_2$. The first two give $c_2=(x-t)c_1$ and $c_3=[x(x-t)-1]c_1$. The third becomes $x^3-tx^2-x=2x-2t$, or

$$x^3-tx^2-3x+2t=0 .\tag{11}$$

Within each symmetry class $c_1$ and $x$ fix the whole orbital, so two orbitals of the same class cannot share a level. Could a symmetric level meet an antisymmetric one? On a root of (10), $x^2=1-tx$ and $x^3=x-tx^2$. The left side of (11) then equals

$$-2x-2t(x^2-1)=-2x+2t^2x=-2x(1-t^2).\tag{12}$$

The product of the roots of (10) is $-1$, so $x\neq0$, and (12) is nonzero for $0\le t<1$. No levels cross before closure. The HOMO remains the middle symmetric orbital and the LUMO the lower-$x$ antisymmetric one throughout.

At $t=1$, (11) factors as

$$x^3-x^2-3x+2=(x-2)(x^2+x-1),\tag{13}$$

and its second factor is the antisymmetric equation (10). Each root of that factor belongs to one symmetric and one antisymmetric orbital, which gives the two degenerate pairs of the ring. The HOMO has moved from $0$ to $g$. The LUMO has moved from $-1$ to the other root of the same quadratic. Since the two roots sum to $-1$, that root is $-1-g$, and the shift is $-g$. This is why the shifts are equal in size.

The equality belongs to full closure. For small $t$, expanding the square root in (10) gives $x_{\rm LUMO}=-1-\tfrac12t-\tfrac18t^2+\dots$. Solving (11) by iteration from $x=\tfrac23t$ gives $x_{\rm HOMO}=\tfrac23t-\tfrac{4}{81}t^3+\dots$. The HOMO starts faster and slows down, while the LUMO starts more slowly and speeds up.

The statement concerns frontier levels. The chain also has an antisymmetric filled orbital at $x=1$, which is deeper than the ring HOMO, and a symmetric empty orbital at $x=-\sqrt3$, which is higher than the ring LUMO. By (8), these partners move in the opposite direction to the frontier orbitals on closure.

### Numbers for a carbon ligand

Take $\beta=-2.5$ eV and a bond length of $0.140$ nm, round values in the rough range for conjugated carbon. With $\alpha$ as zero, $E=x\beta$ gives, in eV,

- chain: $-4.33,\ -2.50,\ 0,\ 2.50,\ 4.33$;
- ring: $-5.00,\ -1.55,\ -1.55,\ 4.05,\ 4.05$.

The common frontier shift is $0.618\times2.5=1.55$ eV, or $149$ kJ/mol. The gap is $2.50$ eV for the chain and $5.59$ eV for the ring.

In this simple model, averaging over each pair weakens the contrast but keeps its direction. The upper two filled levels average $-1.25$ eV in the chain and $-1.55$ eV in the ring; the two empty levels average $3.42$ and $4.05$ eV. The total pi energy, less $6\alpha$, is $-13.66$ eV for the chain and $-16.18$ eV for the ring. This difference is not a reaction energy, since sigma bonds and hydrogen atoms are left out.

The charge on atom $j$, in units of the elementary charge, is $1-2\sum_{\rm filled}c_j^2$. It is $-0.20$ on every ring atom. In the chain it is $-0.33$ on atoms 1, 3 and 5 and zero on atoms 2 and 4, the pattern of the HOMO.

### What the simple model neglects

**Different end atoms.** The ends of the chain are CH$_2$ groups, whose $\alpha$ may differ from that of CH. Let it be $\alpha+h\beta$. The equation on atom 1 becomes $xc_1=c_2+hc_1$. For symmetric orbitals this is the closure problem with $t$ replaced by $h$; for antisymmetric ones $t$ is replaced by $-h$. Both frontier values of $x$ increase with $h$. The HOMO reaches the ring value $g$ at $h=1$, and the LUMO reaches $-1-g$ at $h=-1$. Both parts of the ordering therefore hold for $-1<h<1$, that is, for end shifts smaller than $|\beta|$, with the other parameters fixed.

**Unequal bonds.** Let the two outer couplings of the chain be $b\beta$, with the inner ones and the ring unchanged. Antisymmetric orbitals obey $xc_1=bc_2$ and $xc_2=bc_1$, so $x=\pm b$. Symmetric ones obey $xc_1=bc_2$, $xc_2=bc_1+c_3$ and $xc_3=2c_2$, so $x=0$ or $x^2=b^2+2$. The HOMO stays at zero and the LUMO lies at $b|\beta|$. The acceptor level of the chain remains the lower one while $b<1+g$. For $b=1.1$ it lies at $2.75$ eV, still $1.3$ eV below that of the ring.

**Coupling between the ends.** In a planar U-shaped chain with $120^\circ$ angles the ends are $\sqrt3\times0.140=0.242$ nm apart. This is an idealized carbon skeleton: with C–H bonds of $0.108$ nm in the same plane, the two inward hydrogen atoms of the end groups would be only $0.055$ nm apart, so a real U-shaped ligand must widen its angles or twist its ends. Their coupling can be estimated by taking it proportional to the overlap of parallel Slater 2p orbitals with exponent $\zeta=1.625$ per bohr radius. In cylindrical coordinates about the line of centres, after the angular integral and with lengths in units of $1/\zeta$,

$$S=\int_{-\infty}^{\infty}\!dz\int_0^\infty\!d\rho\;\rho^3e^{-r_a-r_b},\tag{14}$$

where $r_a$ and $r_b$ are the distances to the two nuclei. Numerical integration gives $S=0.244$ at the bond length and $0.034$ between the ends, hence $t=0.139$. The slope $\tfrac23$ predicts a HOMO shift of $-\tfrac23\times0.139\times2.5=-0.23$ eV, as does diagonalization. The LUMO rises to $2.68$ eV. The donor and acceptor differences from the ring become $1.3$ and $1.4$ eV. This estimate isolates the effect of the ends. The pairs 1–3, 2–4 and 3–5 are just as far apart in this geometry. Giving them the same coupling would change the HOMO value of $x$ by $2t(c_1c_3+c_2c_4+c_3c_5)=-\tfrac43t$ to first order, which outweighs the $+\tfrac23t$ from the ends. These couplings, and those between second neighbours in the ring, are left out here.

**Overlap of neighbours.** If neighbouring orbitals overlap by $S$, the overlap matrix is $1+SA$ and the orbitals of $A$ still solve the problem. Then $\alpha+x\beta=E(1+xS)$, and subtracting $\alpha(1+xS)$ from both sides gives

$$E-\alpha=\frac{x(\beta-\alpha S)}{1+xS}.\tag{15}$$

Hold $\beta-\alpha S$ at $-2.5$ eV and use $S=0.244$. The derivative of (15) with respect to $x$ is $(\beta-\alpha S)/(1+xS)^2<0$, so the order of levels is kept. The denominator is below 1 for antibonding orbitals, which pushes them up: the LUMO rises to $3.31$ eV in the chain and to $6.69$ eV in the ring. The acceptor difference grows to $3.4$ eV, while the donor difference falls to $1.3$ eV. The equality of the two shifts is thus a property of the model without overlap.

**Electron repulsion.** The Pariser–Parr–Pople model adds an on-site repulsion $U$, here $11$ eV, and a repulsion $V_{ij}$ between atoms. In restricted mean field, with density matrix $P_{ij}=2\sum_{\rm filled}c_ic_j$, the effective one-electron matrix is

$$F_{ii}=\alpha+\tfrac12UP_{ii}+\sum_{j\ne i}(P_{jj}-1)V_{ij},\qquad F_{ij}=\beta A_{ij}-\tfrac12P_{ij}V_{ij}.\tag{16}$$

The Ohno form $V_{ij}=k/\sqrt{R_{ij}^2+(k/U)^2}$ is used, with $k=e^2/4\pi\varepsilon_0$ and $R_{ij}$ the distance between the atoms. It tends to $U$ at zero distance and to the Coulomb law at large distance. Iteration to self-consistency, for the U-shaped chain without direct end coupling and for a regular pentagon, puts the HOMO and LUMO at $9.0$ and $17.9$ eV in the chain and at $7.7$ and $20.2$ eV in the ring. The zero is again $\alpha$; the values are high because (16) includes the repulsion from the other pi electrons. The donor difference is $1.4$ eV and the acceptor difference $2.3$ eV. The donor ordering now holds for the HOMO but not for the pair average: the upper two filled levels average $7.5$ eV in the chain and $7.7$ eV in the ring.

These corrections were made one at a time, and their sizes should not be added. The ordering survives in the four cases evaluated numerically (stronger outer bonds, end coupling, overlap and repulsion), and among these the acceptor difference varies more than the donor difference. A shift of the end atoms keeps the ordering only within the range given above.

### Meaning for a metal precursor

Suppose an empty metal orbital lies $\Delta$ above the ligand HOMO and is coupled to it by $V$. The lower eigenvalue of this two-level problem, measured from the midpoint, is $-\sqrt{\Delta^2/4+V^2}$. For $|V|\ll\Delta$ the donor level is therefore lowered by

$$\sqrt{\tfrac14\Delta^2+V^2}-\tfrac12\Delta\approx\frac{V^2}{\Delta}.\tag{17}$$

At fixed $V$ and fixed metal level, the open ligand has the smaller $\Delta$ and donates more strongly through this orbital. The same argument applies to a filled metal orbital below the ligand LUMO: at fixed coupling and fixed metal level, the open ligand accepts more strongly through its LUMO. The condition of fixed $V$ matters: the two ligands have different shapes and different amplitudes on their atoms, so level positions alone do not rank bond strengths.

Cyclopentadienyl complexes serve as vapour precursors for thin films, and a rough delivery temperature is $400$ K. The thermal energy there is $0.034$ eV, far below the $2.50$ eV gap of the chain, so thermal excitation within the pi levels is negligible in this model. The assumption that a real precursor breaks most plainly is that of a free anion. The metal ion attracts the ligand electrons and mixes with the frontier orbitals, and the open ligand need not stay planar. The size of these changes depends on the metal and is not given by the present model. The $1.55$ eV shift should therefore be read as a property of the ligand's pi connectivity, not as a difference between measured levels of two complexes.

Numbers in the example were calculated in double precision.
